# One Site Impurity in a Chain: T Matrix and Bound State: a numerical check

```python
# One site impurity V in an infinite tight-binding chain with hopping -t.
# Result under test:
#   T(z) = V / (1 - V g0(z)),  g0(z) = 1 / (sqrt(z-2t) sqrt(z+2t)),
#   one bound state at E_b = sign(V) sqrt(V^2 + 4 t^2),
#   with weight |V| / sqrt(V^2 + 4 t^2) on the impurity site.
# Symbols: z energy (may be complex), g clean propagator, G full propagator,
#   x decay factor per site, a lattice spacing. Energies in eV, lengths in angstrom.
import numpy as np
from scipy.integrate import quad
from scipy.constants import physical_constants

t = 1.0
V_main = -1.5
V_weak = -0.3
a = 3.0
hartree_eV = physical_constants["Hartree energy in eV"][0]
bohr_A = physical_constants["Bohr radius"][0] * 1e10

n_sites = 401
mid = n_sites // 2
H0 = -t * (np.eye(n_sites, k=1) + np.eye(n_sites, k=-1))
k_grid = 2 * np.pi * np.arange(4001) / 4001


def chain_with_impurity(V):
    H = H0.copy()
    H[mid, mid] += V
    return H


def g_formula(z, n=0):
    root = np.sqrt(complex(z) - 2 * t) * np.sqrt(complex(z) + 2 * t)
    x = (root - z) / (2 * t)
    return x ** abs(n) / root


def g_momentum_sum(z, n=0):
    return np.mean(np.cos(k_grid * n) / (z + 2 * t * np.cos(k_grid)))


def T_formula(z, V):
    return V / (1 - V * g_formula(z))


def bound_energy(V):
    return np.sign(V) * np.sqrt(V**2 + 4 * t**2)


def bound_weight(V):
    return abs(V) / np.sqrt(V**2 + 4 * t**2)


def decay_factor(V):
    return -np.sign(V) * (abs(bound_energy(V)) - abs(V)) / (2 * t)


def born_partial_sums(z, V, orders):
    # Operator products U + U g U + ..., acting on the impurity site.
    g = np.linalg.inv(z * np.eye(n_sites) - H0)
    U = np.zeros((n_sites, n_sites))
    U[mid, mid] = V
    term = U[:, mid].astype(complex)
    total = term.copy()
    sums = [total[mid]]
    for _ in range(orders - 1):
        term = U @ (g @ term)
        total = total + term
        sums.append(total[mid])
    return np.array(sums)


# Clean propagator: momentum sum against closed form.
for z in (-3.0, -2.2, 2.6, 0.5 + 0.3j, -1.2 - 0.4j):
    for n in (0, 1, 4):
        assert abs(g_momentum_sum(z, n) - g_formula(z, n)) < 1e-10

# T and G from inversion of the chain with the impurity, also where
# the Born series diverges (z = -2.2).
for V in (V_main, -V_main, 0.7):
    for z in (-3.0, -2.2, 2.3, 0.5 + 0.3j):
        G = np.linalg.inv(z * np.eye(n_sites) - chain_with_impurity(V))
        T_inverse = V + V * G[mid, mid] * V
        assert abs(T_inverse - T_formula(z, V)) < 1e-8
        G_built = (g_formula(z, 5)
                   + g_formula(z, 2) * T_formula(z, V) * g_formula(z, 3))
        assert abs(G[mid + 2, mid - 3] - G_built) < 1e-8

# Born series: converges for |z^2 - 4t^2| > V^2, diverges otherwise.
E_conv, E_div = -3.0, -2.2
for z in (E_conv, 0.5 + 0.3j):
    assert abs(z**2 - 4 * t**2) > V_main**2
    sums = born_partial_sums(z, V_main, 120)
    assert abs(sums[-1] - T_formula(z, V_main)) < 1e-8
for z in (E_div, 1.8 + 0.1j):
    assert abs(z**2 - 4 * t**2) < V_main**2
    sums = born_partial_sums(z, V_main, 60)
    errors = abs(sums - T_formula(z, V_main))
    assert errors[-1] > 1e3 * errors[0]

# Bound state by diagonalization, for both signs and several strengths.
numeric = {}
for V in (V_main, -V_main, V_weak, 0.7, 4.0):
    energies, states = np.linalg.eigh(chain_with_impurity(V))
    outside = np.flatnonzero(abs(energies) > 2 * t)
    assert len(outside) == 1
    E_num = energies[outside[0]]
    psi = states[:, outside[0]]
    w_num = psi[mid] ** 2
    numeric[V] = (E_num, w_num, psi[mid + 1] ** 2)
    assert abs(E_num - bound_energy(V)) < 1e-10
    assert abs(w_num - bound_weight(V)) < 1e-10
    for n in (1, 2, 3):
        assert abs(psi[mid + n] / psi[mid] - decay_factor(V) ** n) < 1e-9
    # Residue of g0/(1 - V g0) by a contour integral around the pole.
    radius = 0.5 * (abs(E_num) - 2 * t)
    offsets = radius * np.exp(2j * np.pi * np.arange(64) / 64)
    g_ring = np.array([g_momentum_sum(E_num + d) for d in offsets])
    residue = np.mean(g_ring / (1 - V * g_ring) * offsets)
    assert abs(residue - w_num) < 1e-8


def band_dos(E, V):
    s = np.sqrt(4 * t**2 - E**2)
    return s / (np.pi * (s**2 + V**2))


def band_moment(m, V):
    def integrand(theta):
        E = 2 * t * np.sin(theta)
        return E**m * band_dos(E, V) * 2 * t * np.cos(theta)
    return quad(integrand, -np.pi / 2, np.pi / 2, epsabs=1e-11)[0]


# Moments <0|H^m|0> from matrix products against band plus bound state.
for V in (V_main, 0.7):
    H = chain_with_impurity(V)
    vec = np.eye(n_sites)[mid]
    for m in range(7):
        predicted = band_moment(m, V) + bound_weight(V) * bound_energy(V)**m
        assert abs(vec[mid] - predicted) < 1e-7
        vec = H @ vec

# Weak limit: relative error of V^2/(4t) must fall as V^2.
rel = [abs(V**2 / (4 * t) / (np.sqrt(V**2 + 4 * t**2) - 2 * t) - 1)
       for V in (0.2, 0.1)]
assert rel[0] < 0.01 and abs(rel[0] / rel[1] - 4) < 0.05

# Worked example.
E_b = bound_energy(V_main)
w = bound_weight(V_main)
x = decay_factor(V_main)
length = a / np.log(1 / abs(x))
print(f"hopping t = {t:.3f} eV, impurity V = {V_main:.3f} eV")
print(f"lattice spacing a = {a:.3f} angstrom")
print(f"band edges = {-2*t:.3f} and {2*t:.3f} eV")
print(f"bound energy, formula = {E_b:.6f} eV")
print(f"bound energy, {n_sites}-site chain = {numeric[V_main][0]:.6f} eV")
print(f"bound energy = {E_b/hartree_eV:.6f} hartree")
print(f"distance from band edge = {abs(E_b)-2*t:.6f} eV")
print(f"impurity-site weight, formula = {w:.6f}")
print(f"impurity-site weight, chain = {numeric[V_main][1]:.6f}")
print(f"weight on each nearest neighbour, formula = {w*x**2:.6f}")
print(f"weight on each nearest neighbour, chain = {numeric[V_main][2]:.6f}")
print(f"decay factor x per site = {x:.6f}")
print(f"amplitude decay length = {length:.4f} angstrom")
print(f"amplitude decay length = {length/bohr_A:.4f} bohr")
print(f"band part of impurity-site weight = {band_moment(0, V_main):.6f}")
print(f"band-centre DOS, clean site = {band_dos(0.0, 0.0):.4f} 1/eV")
print(f"band-centre DOS, impurity site = {band_dos(0.0, V_main):.4f} 1/eV")
for E in (E_conv, E_div):
    g0 = g_formula(E).real
    sums = born_partial_sums(E, V_main, 20).real
    print(f"E = {E:.3f} eV: g0 = {g0:.6f} 1/eV, V g0 = {V_main*g0:.6f}")
    for order in (1, 2, 3, 5, 10, 20):
        print(f"  Born sum, {order} terms = {sums[order-1]:.4f} eV")
    print(f"  closed form T = {T_formula(E, V_main).real:.4f} eV")
print(f"repulsive V = {-V_main:.3f} eV: E_b = {bound_energy(-V_main):.6f} eV")
print(f"  chain: E_b = {numeric[-V_main][0]:.6f} eV")
print(f"  weight = {numeric[-V_main][1]:.6f}, x = {decay_factor(-V_main):.6f}")
print(f"weak V = {V_weak:.3f} eV: E_b = {bound_energy(V_weak):.6f} eV")
print(f"  distance from edge = {abs(bound_energy(V_weak))-2*t:.6f} eV")
print(f"  estimate V^2/(4t) = {V_weak**2/(4*t):.6f} eV")
print(f"  impurity-site weight = {bound_weight(V_weak):.6f}")
print("verified")
```

Printed output:

```
hopping t = 1.000 eV, impurity V = -1.500 eV
lattice spacing a = 3.000 angstrom
band edges = -2.000 and 2.000 eV
bound energy, formula = -2.500000 eV
bound energy, 401-site chain = -2.500000 eV
bound energy = -0.091873 hartree
distance from band edge = 0.500000 eV
impurity-site weight, formula = 0.600000
impurity-site weight, chain = 0.600000
weight on each nearest neighbour, formula = 0.150000
weight on each nearest neighbour, chain = 0.150000
decay factor x per site = 0.500000
amplitude decay length = 4.3281 angstrom
amplitude decay length = 8.1789 bohr
band part of impurity-site weight = 0.400000
band-centre DOS, clean site = 0.1592 1/eV
band-centre DOS, impurity site = 0.1019 1/eV
E = -3.000 eV: g0 = -0.447214 1/eV, V g0 = 0.670820
  Born sum, 1 terms = -1.5000 eV
  Born sum, 2 terms = -2.5062 eV
  Born sum, 3 terms = -3.1812 eV
  Born sum, 5 terms = -3.9378 eV
  Born sum, 10 terms = -4.4727 eV
  Born sum, 20 terms = -4.5552 eV
  closed form T = -4.5568 eV
E = -2.200 eV: g0 = -1.091089 1/eV, V g0 = 1.636634
  Born sum, 1 terms = -1.5000 eV
  Born sum, 2 terms = -3.9550 eV
  Born sum, 3 terms = -7.9728 eV
  Born sum, 5 terms = -25.3107 eV
  Born sum, 10 terms = -322.5197 eV
  Born sum, 20 terms = -44793.0656 eV
  closed form T = 2.3561 eV
repulsive V = 1.500 eV: E_b = 2.500000 eV
  chain: E_b = 2.500000 eV
  weight = 0.600000, x = -0.500000
weak V = -0.300 eV: E_b = -2.022375 eV
  distance from edge = 0.022375 eV
  estimate V^2/(4t) = 0.022500 eV
  impurity-site weight = 0.148340
verified
```
